# Comment on the claim that Hartree-Fock binds every ordinary diatomic: a program that tests the result

```python
"""
Result under test: at its bond length F2 lies above two F atoms in RHF and
in the lowest UHF solution found, but below them when correlation is added.
D = 2 E(F) - E(F2); positive D means bound relative to separated atoms.
RHF/UHF: restricted/unrestricted Hartree-Fock.  CAS(2,2): two electrons in
the sigma_g and sigma_u orbitals, with all orbitals optimized.
J_aa, J_ab: Coulomb repulsion of two 2p electrons on one or on two atoms.
x: fraction of F2 dissociated in an ideal gas at thermal equilibrium.
Electronic energies are computed in hartree and printed in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import block_diag, eigh
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, cc, mp, mcscf, dft, lib
from pyscf.data.elements import MASSES

lib.num_threads(1)
EV = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0]
BOHR_A = BOHR * 1e10
BOND = 1.41  # angstrom
SHELLS = {"F": ("1s", "2s", "2p"), "N": ("1s", "2s", "2p"),
          "Cl": ("1s", "2s", "3s", "2p", "3p")}


def molecule(atoms, basis, spin=0):
    return gto.M(atom=atoms, basis=basis, spin=spin, verbose=0)


def dimer(distance, basis, element="F"):
    return molecule(f"{element} 0 0 0; {element} 0 0 {distance}", basis)


def atomic_guess(mol, occupations):
    """Each atom: (element, missing valence p components, missing spin)."""
    diagonal = np.zeros((2, mol.nao))
    for index, label in enumerate(mol.ao_labels(fmt=None)):
        atom, shell, component = label[0], label[2].strip(), label[3].strip()
        if occupations[atom] is None:
            continue
        element, missing, spin = occupations[atom]
        if shell in SHELLS[element]:
            diagonal[:, index] = 1
            if shell == SHELLS[element][-1] and component in missing:
                diagonal[spin, index] = 0
    return np.array([np.diag(d) for d in diagonal])


def solve(mf, density=None):
    mf.conv_tol = 1e-9
    mf.max_cycle = 100
    mf.kernel(dm0=density)
    if not mf.converged:
        orbitals, occupation = mf.mo_coeff, mf.mo_occ
        mf = mf.newton()
        mf.kernel(orbitals, occupation)
    assert mf.converged
    return mf


def atom_uhf(element, basis, missing="z", spin=1):
    mol = molecule(f"{element} 0 0 0", basis, spin)
    return solve(scf.UHF(mol), atomic_guess(mol, [(element, missing, 1)]))


def broken_uhf(mol):
    return solve(scf.UHF(mol), atomic_guess(mol, [("F", "z", 1), ("F", "z", 0)]))


def coupled_cluster(mf, frozen):
    solver = cc.CCSD(mf, frozen=frozen)
    solver.kernel()
    assert solver.converged
    return solver.e_tot, solver.e_tot + solver.ccsd_t()


def two_electron_cas(uhf):
    """Start CAS(2,2) from natural orbitals of the broken-spin solution."""
    overlap = uhf.get_ovlp()
    values, vectors = eigh(overlap)
    root = vectors @ np.diag(np.sqrt(values)) @ vectors.T
    inverse_root = vectors @ np.diag(values**-0.5) @ vectors.T
    density = uhf.make_rdm1()
    _, natural = eigh(root @ (density[0] + density[1]) @ root)
    solver = mcscf.CASSCF(uhf, 2, 2)
    solver.kernel(inverse_root @ natural[:, ::-1])
    assert solver.converged
    return solver


# Main energies in cc-pVTZ
TZ, DZ = "cc-pvtz", "cc-pvdz"
atom = atom_uhf("F", TZ)
mol = dimer(BOND, TZ)
rhf = solve(scf.RHF(mol))
uhf = broken_uhf(mol)
stable = False
for attempt in range(3):
    new_orbitals, _, stable, _ = uhf.stability(return_status=True)
    if stable:
        break
    uhf = solve(uhf, uhf.make_rdm1(new_orbitals, uhf.mo_occ))
assert stable
spin_square = uhf.spin_square()[0]
d_rhf = (2 * atom.e_tot - rhf.e_tot) * EV
d_uhf = (2 * atom.e_tot - uhf.e_tot) * EV
assert d_rhf < 0 and d_uhf < 0 and uhf.e_tot <= rhf.e_tot + 1e-7

atom_ccsd, atom_ccsdt = coupled_cluster(atom, 1)
mol_ccsd, mol_ccsdt = coupled_cluster(rhf, 2)
d_ccsd = (2 * atom_ccsd - mol_ccsd) * EV
d_ccsdt = (2 * atom_ccsdt - mol_ccsdt) * EV
corr_atoms = 2 * (atom_ccsdt - atom.e_tot) * EV
corr_mol = (mol_ccsdt - rhf.e_tot) * EV

# Smallest correlated wave function and its ionic weight
atom_mol = molecule("F 0 0 0", TZ, 1)
rohf_tz = solve(scf.ROHF(atom_mol), atomic_guess(atom_mol, [("F", "z", 1)]))
cas = two_electron_cas(uhf)
d_cas = (2 * rohf_tz.e_tot - cas.e_tot) * EV
one_body, two_body = cas.fcisolver.make_rdm12(cas.ci, 2, 2)
occupation, natural = eigh(one_body)
ionic_formula = 0.5 - np.sqrt(occupation[0] * occupation[1]) / 2
local = natural @ np.array([[1, 1], [1, -1]]) / np.sqrt(2)
ionic_direct = sum(np.einsum("pqrs,p,q,r,s", two_body, v, v, v, v) / 2
                   for v in local.T)
assert abs(ionic_direct - ionic_formula) < 1e-5
assert d_cas > 0 and ionic_direct < 0.5

# Ghost functions estimate basis superposition error
ghost_mol = molecule(f"F 0 0 0; ghost-F 0 0 {BOND}", TZ, 1)
ghost = solve(scf.UHF(ghost_mol), atomic_guess(ghost_mol, [("F", "z", 1), None]))
atom_mp2, ghost_mp2 = mp.UMP2(atom, frozen=1), mp.UMP2(ghost, frozen=1)
atom_mp2.kernel()
ghost_mp2.kernel()
bsse = 2 * (atom_mp2.e_tot - ghost_mp2.e_tot) * EV
assert d_ccsdt - bsse > 0

# Contrasting molecules that RHF does bind
contrast = {}
for element, length, missing, spin in (("N", 1.10, "xyz", 3), ("Cl", 2.00, "z", 1)):
    free = atom_uhf(element, TZ, missing, spin)
    pair = solve(scf.RHF(dimer(length, TZ, element)))
    contrast[element] = (length, (2 * free.e_tot - pair.e_tot) * EV)
    assert contrast[element][1] > 0

# Distance scan in cc-pVDZ
atom_dz = atom_uhf("F", DZ)
distances = np.array([1.2, 1.3, 1.4, 1.6, 1.8, 2.2])
rhf_excess, uhf_excess, density = [], [], None
for distance in distances:
    scan_mol = dimer(distance, DZ)
    restricted = solve(scf.RHF(scan_mol), density)
    density = restricted.make_rdm1()
    unrestricted = broken_uhf(scan_mol)
    rhf_excess.append((restricted.e_tot - 2 * atom_dz.e_tot) * EV)
    uhf_excess.append((unrestricted.e_tot - 2 * atom_dz.e_tot) * EV)
assert min(rhf_excess) > 0 and 0 < np.argmin(rhf_excess) < len(distances) - 1
assert min(np.array(uhf_excess)[distances <= 1.6]) > 0

# Large-distance energy of one sigma_g^2 determinant, with atomic orbitals
far = 10.0
far_mol = dimer(far, DZ)
small_atom = molecule("F 0 0 0", DZ, 1)
rohf = solve(scf.ROHF(small_atom), atomic_guess(small_atom, [("F", "z", 1)]))
core = rohf.mo_coeff[:, rohf.mo_occ == 2]
p_orbital = rohf.mo_coeff[:, rohf.mo_occ == 1][:, 0]
a = np.r_[p_orbital, np.zeros_like(p_orbital)]
b = np.r_[np.zeros_like(p_orbital), p_orbital]
sigma = (a + b) / np.sqrt(2)
core_density = 2 * core @ core.T
far_density = block_diag(core_density, core_density) + 2 * np.outer(sigma, sigma)
far_scf = scf.RHF(far_mol)
far_excess = far_scf.energy_tot(far_density) - 2 * rohf.e_tot
coulomb = far_scf.get_jk(far_mol, np.outer(a, a))[0]
j_aa, j_ab = a @ coulomb @ a, b @ coulomb @ b
assert abs(far_excess - (j_aa - j_ab) / 2) < 1e-5
far_cas = two_electron_cas(broken_uhf(far_mol))
assert abs(far_cas.e_tot - 2 * rohf.e_tot) < 1e-4

# CCSD(T) against full CI in exactly the same small orbital space
small = solve(scf.RHF(dimer(BOND, "6-31g")))
frozen = list(range(4)) + list(range(small.mo_coeff.shape[1] - 3,
                                  small.mo_coeff.shape[1]))
small_ccsdt = coupled_cluster(small, frozen)[1]
full_ci = mcscf.CASCI(small, 11, 10).kernel()[0]
cc_error = (small_ccsdt - full_ci) * EV
assert abs(cc_error) < 0.14  # approximate triples leave a finite error

# Harmonic zero-point energy from a correlated curve
curve_r = np.array([1.41, 1.45, 1.49, 1.53])
curve_e = np.array([coupled_cluster(solve(scf.RHF(dimer(r, DZ))), 2)[1]
                    for r in curve_r])
d_dz = (2 * coupled_cluster(atom_dz, 1)[1] - curve_e[0]) * EV
center = 1.47
poly = np.poly1d(np.polyfit((curve_r - center) / BOHR_A, curve_e - curve_e[0], 3))
roots = [r.real for r in poly.deriv().r
         if abs(r.imag) < 1e-8 and poly.deriv(2)(r.real) > 0]
minimum = roots[0]
mass_f = MASSES[9] * const.atomic_mass
reduced = mass_f / (2 * const.electron_mass)
omega = np.sqrt(poly.deriv(2)(minimum) / reduced)
zpe = omega * EV / 2
grid = np.linspace(-0.22, 0.22, 301) / BOHR_A
step = grid[1] - grid[0]
potential = poly(minimum + grid) - poly(minimum)
kinetic = (np.diag(np.full(301, 2.0)) - np.diag(np.ones(300), 1)
           - np.diag(np.ones(300), -1)) / (2 * reduced * step**2)
zpe_grid = eigh(kinetic + np.diag(potential), eigvals_only=True,
                subset_by_index=[0, 0])[0] * EV
assert abs(zpe_grid / zpe - 1) < 0.05  # cubic anharmonicity is retained

# Bare-nucleus estimate of atomic spin-orbit lowering
quadrature = dft.gen_grid.Grids(small_atom)
quadrature.level = 4
quadrature.build()
values = dft.numint.eval_ao(small_atom, quadrature.coords) @ p_orbital
radius = np.linalg.norm(quadrature.coords, axis=1)
keep = radius > 1e-10
inverse_cube = np.sum((quadrature.weights * values**2)[keep] / radius[keep]**3)
zeta = const.fine_structure**2 * 9 * inverse_cube / 2 * EV
l_plus = np.diag([np.sqrt(2), np.sqrt(2)], 1)
s_plus = np.array([[0.0, 1.0], [0.0, 0.0]])
l_dot_s = (np.kron(np.diag([1, 0, -1]), np.diag([0.5, -0.5]))
           + (np.kron(l_plus, s_plus.T) + np.kron(l_plus.T, s_plus)) / 2)
assert abs(np.min(eigh(-zeta * l_dot_s, eigvals_only=True)) + zeta / 2) < 1e-10

# Thermal dissociation of the neutral gas
temperature, pressure = 600.0, const.torr
kt = const.k * temperature
kt_ev = kt / const.e


def wavelength(mass):
    return const.h / np.sqrt(2 * np.pi * mass * kt)


inertia = mass_f / 2 * (BOND * 1e-10)**2
q_rot = inertia * kt / const.hbar**2  # includes identical-nucleus factor 2
q_vib = 1 / (1 - np.exp(-2 * zpe / kt_ev))
q_atom = 6.0  # spatial and spin degeneracy without spin-orbit splitting


def equilibrium_ratio(d_zero):
    constant = (kt * wavelength(2 * mass_f)**3 / wavelength(mass_f)**6
                * q_atom**2 / (q_rot * q_vib) * np.exp(-d_zero / kt_ev))
    return constant / (4 * pressure)


def gibbs(log_x, d_zero):
    x = np.exp(log_x)
    p_atom = 2 * x / (1 + x) * pressure
    p_mol = (1 - x) / (1 + x) * pressure
    mu_atom = np.log(p_atom * wavelength(mass_f)**3 / (kt * q_atom))
    mu_mol = (-d_zero / kt_ev + np.log(p_mol * wavelength(2 * mass_f)**3
                                     / (kt * q_rot * q_vib)))
    return 2 * x * mu_atom + (1 - x) * mu_mol


d_zero = d_ccsdt - zpe
ratio = equilibrium_ratio(d_zero)
x_corr = np.sqrt(ratio / (1 + ratio))
direct = minimize_scalar(gibbs, args=(d_zero,), bounds=(-20, -0.001),
                         method="bounded", options={"xatol": 1e-9})
assert abs(np.exp(direct.x) / x_corr - 1) < 1e-3
ratio_hf = equilibrium_ratio(d_uhf - zpe)
x_hf = np.sqrt(ratio_hf / (1 + ratio_hf))
remaining_hf = 1 / ((1 + ratio_hf) * (1 + x_hf))

print(f"F2 bond length used: {BOND/10:.3f} nm")
print("Main basis: cc-pVTZ; scan basis: cc-pVDZ")
print(f"UHF energy of one F atom: {atom.e_tot*EV:.3f} eV")
print(f"RHF energy of F2: {rhf.e_tot*EV:.3f} eV")
print(f"UHF energy of F2: {uhf.e_tot*EV:.3f} eV")
print(f"UHF <S^2>, dimensionless: {spin_square:.3f}")
print(f"UHF internally stable: {bool(stable)}")
print(f"D from RHF: {d_rhf:.3f} eV")
print(f"D from UHF: {d_uhf:.3f} eV")
print(f"D from CAS(2,2): {d_cas:.3f} eV")
print(f"D from CCSD: {d_ccsd:.3f} eV")
print(f"D from CCSD(T): {d_ccsdt:.3f} eV")
print(f"D from CCSD(T): {d_ccsdt/EV:.5f} hartree")
print(f"CCSD(T) correlation, two atoms: {corr_atoms:.3f} eV")
print(f"CCSD(T) correlation, F2: {corr_mol:.3f} eV")
print(f"Gain in binding from correlation: {corr_atoms-corr_mol:.3f} eV")
for element, (length, binding) in contrast.items():
    print(f"{element}2 at {length/10:.3f} nm, D from RHF: {binding:.3f} eV")
print("Scan: distance / RHF excess / UHF excess")
for r, restricted, unrestricted in zip(distances, rhf_excess, uhf_excess):
    print(f"{r/10:.3f} nm / {restricted:.3f} eV / {unrestricted:.3f} eV")
print(f"sigma_u occupation in CAS(2,2): {occupation[0]:.4f} electrons")
print(f"Ionic weight in CAS(2,2): {100*ionic_direct:.2f} percent")
print(f"Large test distance: {far/10:.2f} nm")
print(f"J_aa: {j_aa*EV:.3f} eV")
print(f"J_ab at large distance: {j_ab*EV:.3f} eV")
print(f"Frozen sigma_g^2 excess, direct: {far_excess*EV:.3f} eV")
print(f"Frozen sigma_g^2 excess, formula: {(j_aa-j_ab)/2*EV:.3f} eV")
print(f"CAS excess at large distance: {(far_cas.e_tot-2*rohf.e_tot)*EV:.5f} eV")
print(f"CCSD(T) minus full CI, small space: {cc_error:.4f} eV")
print(f"MP2 basis superposition estimate: {bsse:.3f} eV")
print(f"CCSD(T) D in cc-pVDZ: {d_dz:.3f} eV")
print(f"Change of D, cc-pVDZ to cc-pVTZ: {d_ccsdt-d_dz:.3f} eV")
print(f"Minimum of cc-pVDZ CCSD(T) curve: {(center+minimum*BOHR_A)/10:.4f} nm")
print(f"Harmonic zero-point energy: {zpe:.4f} eV")
print(f"Zero-point energy with cubic term: {zpe_grid:.4f} eV")
print(f"Spin-orbit lowering, two atoms, overestimate: {zeta:.4f} eV")
print(f"Gas temperature: {temperature:.0f} K")
print(f"Gas pressure: {pressure/const.torr:.1f} Torr")
print(f"Thermal energy kT: {kt_ev:.4f} eV")
print(f"D0 used for the correlated gas: {d_zero:.3f} eV")
print(f"Dissociated fraction, CCSD(T): {x_corr:.3e}")
print(f"Dissociated fraction, Gibbs minimum: {np.exp(direct.x):.3e}")
print(f"F2 fraction left undissociated, UHF: {remaining_hf:.3e}")
print("checks complete")
```

Printed output:

```
F2 bond length used: 0.141 nm
Main basis: cc-pVTZ; scan basis: cc-pVDZ
UHF energy of one F atom: -2704.962 eV
RHF energy of F2: -5408.326 eV
UHF energy of F2: -5408.579 eV
UHF <S^2>, dimensionless: 0.350
UHF internally stable: True
D from RHF: -1.599 eV
D from UHF: -1.345 eV
D from CAS(2,2): 0.679 eV
D from CCSD: 1.214 eV
D from CCSD(T): 1.507 eV
D from CCSD(T): 0.05537 hartree
CCSD(T) correlation, two atoms: -11.692 eV
CCSD(T) correlation, F2: -14.797 eV
Gain in binding from correlation: 3.105 eV
N2 at 0.110 nm, D from RHF: 4.943 eV
Cl2 at 0.200 nm, D from RHF: 0.756 eV
Scan: distance / RHF excess / UHF excess
0.120 nm / 2.397 eV / 2.397 eV
0.130 nm / 1.735 eV / 1.735 eV
0.140 nm / 1.735 eV / 1.529 eV
0.160 nm / 2.662 eV / 0.804 eV
0.180 nm / 4.006 eV / 0.343 eV
0.220 nm / 6.523 eV / 0.059 eV
sigma_u occupation in CAS(2,2): 0.1337 electrons
Ionic weight in CAS(2,2): 25.03 percent
Large test distance: 1.00 nm
J_aa: 25.745 eV
J_ab at large distance: 1.445 eV
Frozen sigma_g^2 excess, direct: 12.150 eV
Frozen sigma_g^2 excess, formula: 12.150 eV
CAS excess at large distance: 0.00003 eV
CCSD(T) minus full CI, small space: 0.0193 eV
MP2 basis superposition estimate: 0.079 eV
CCSD(T) D in cc-pVDZ: 1.150 eV
Change of D, cc-pVDZ to cc-pVTZ: 0.357 eV
Minimum of cc-pVDZ CCSD(T) curve: 0.1458 nm
Harmonic zero-point energy: 0.0488 eV
Zero-point energy with cubic term: 0.0479 eV
Spin-orbit lowering, two atoms, overestimate: 0.0487 eV
Gas temperature: 600 K
Gas pressure: 1.0 Torr
Thermal energy kT: 0.0517 eV
D0 used for the correlated gas: 1.458 eV
Dissociated fraction, CCSD(T): 9.655e-03
Dissociated fraction, Gibbs minimum: 9.655e-03
F2 fraction left undissociated, UHF: 5.922e-21
checks complete
```
